# Optimal damping on relaxed density matrices and fractional occupations: test program

```python
"""Optimal damping on relaxed density matrices: spin-restricted sulfur atom.

Result under test: moving from D toward the aufbau projector P of F(D), up to
the first stationary point of the energy, lowers E at every step by at least
g/2 (if g >= c) or g^2/(2c) (if g < c), and drives the aufbau gap g to zero.
In the Hartree model the limit has occupation 2/3 in each 3p orbital.
D: spatial density matrix, 0 <= D <= 1, trace = number of electron pairs.
E = 2 Tr hD + Tr D W(D) + Ex,  dE = 2 Tr F dD,  g = 2 Tr F (D - P).
c = 4 Tr d J(d), d = P - D: Hartree curvature of the energy on the segment.
All matrices are in a Loewdin-orthonormalized basis; energies in hartree.
"""
import numpy as np
from scipy.optimize import brentq
from scipy.constants import physical_constants
from pyscf import gto, dft

EV = physical_constants["Hartree energy in eV"][0]
mol = gto.M(atom="S 0 0 0", basis="6-31g", spin=0, verbose=0)
n_pairs = mol.nelectron // 2
overlap = mol.intor("int1e_ovlp")
s_val, s_vec = np.linalg.eigh(overlap)
X = (s_vec / np.sqrt(s_val)) @ s_vec.T
h = X @ (mol.intor("int1e_kin") + mol.intor("int1e_nuc")) @ X
eri = np.einsum("pqrs,pi,qj,rk,sl->ijkl", mol.intor("int2e"),
                X, X, X, X, optimize=True)
n = len(h)
J_op = eri.reshape(n * n, n * n)
K_op = np.ascontiguousarray(eri.transpose(0, 3, 1, 2)).reshape(n * n, n * n)

grid = dft.gen_grid.Grids(mol)
grid.level = 1
grid.build()
weights = grid.weights
phi = dft.numint.eval_ao(mol, grid.coords) @ X

# model name -> (two-electron operator W, whether Dirac exchange is added)
MODELS = {"Hartree": (2 * J_op, False),
          "Dirac": (2 * J_op, True),
          "HF": (2 * J_op - K_op, False)}


def apply(op, D):
    return (op @ D.ravel()).reshape(n, n)


def density(D):
    return 2 * np.sum((phi @ D) * phi, axis=1)


def v_exchange(rho):
    return -np.cbrt(3 * rho / np.pi)


def energy(D, model):
    W, dirac = MODELS[model]
    value = 2 * np.sum(h * D) + np.sum(D * apply(W, D))
    if dirac:
        rho = density(D)
        value += 0.75 * np.sum(weights * rho * v_exchange(rho))
    return value


def fock(D, model):
    W, dirac = MODELS[model]
    F = h + apply(W, D)
    if dirac:
        v = weights * v_exchange(density(D))
        F = F + phi.T @ (v[:, None] * phi)
    return 0.5 * (F + F.T)


def aufbau(F):
    C = np.linalg.eigh(F)[1][:, :n_pairs]
    return C @ C.T


def gap_of(D, model):
    F = fock(D, model)
    return 2 * np.sum(F * (D - aufbau(F)))


def step_length(D, d, g, model):
    W, dirac = MODELS[model]
    quad = np.sum(d * apply(W, d))
    if not dirac:
        return min(1.0, g / (2 * quad)) if 2 * quad > g else 1.0
    rho, drho = density(D), density(d)
    v0 = v_exchange(rho)

    def slope(lam):
        dv = v_exchange(rho + lam * drho) - v0
        return -g + 2 * quad * lam + np.sum(weights * dv * drho)

    lower = 0.0
    for upper in np.linspace(0.125, 1.0, 8):
        if slope(upper) > 0:
            return brentq(slope, lower, upper)
        lower = upper
    return 1.0


def optimal_damping(model, steps, tol=1e-9):
    D = aufbau(h)
    history = []
    for k in range(steps + 1):
        F = fock(D, model)
        d = aufbau(F) - D
        g = -2 * np.sum(F * d)
        c = 4 * np.sum(d * apply(J_op, d))
        done = k == steps or g < tol
        lam = 0.0 if done else step_length(D, d, g, model)
        history.append((energy(D, model), g, c, lam))
        if done:
            return D, np.array(history)
        D = D + lam * d


def fixed_occupation_scf(model):
    """Independent reference: 3p occupations held at 2/3, simple mixing."""
    occ = np.zeros(n)
    occ[:6], occ[6:9] = 1.0, 2.0 / 3.0
    D = aufbau(h)
    for _ in range(600):
        C = np.linalg.eigh(fock(D, model))[1]
        new = (C * occ) @ C.T
        residual = np.linalg.norm(new - D)
        D = D + 0.2 * (new - D)
    assert residual < 1e-6
    return D, C


# Slope formula against finite differences, in all three models
A, B = aufbau(h), aufbau(h + apply(J_op, aufbau(h)))
mid, direction, eps = 0.6 * A + 0.4 * B, B - A, 1e-4
for model in MODELS:
    numeric = (energy(mid + eps * direction, model)
               - energy(mid - eps * direction, model)) / (2 * eps)
    analytic = 2 * np.sum(fock(mid, model) * direction)
    assert abs(numeric - analytic) < 1e-5 * max(1.0, abs(analytic))

runs = {"Hartree": optimal_damping("Hartree", 10000),
        "Dirac": optimal_damping("Dirac", 1000),
        "HF": optimal_damping("HF", 3000)}

# Monotone decrease and the guaranteed drop at every step
for model, (D, hist) in runs.items():
    E, g, c = hist[:, 0], hist[:, 1], hist[:, 2]
    drop = E[:-1] - E[1:]
    g0, c0 = g[:-1], c[:-1]
    bound = np.where(g0 >= c0, g0 / 2, g0**2 / (2 * np.maximum(c0, 1e-30)))
    assert np.all(drop > -1e-9)
    assert np.all(drop >= bound - 1e-9)
    occupations = np.linalg.eigvalsh(D)
    assert occupations.min() > -1e-9 and occupations.max() < 1 + 1e-9
    assert abs(np.trace(D) - n_pairs) < 1e-8

refs = {m: fixed_occupation_scf(m) for m in ("Hartree", "Dirac")}
E_ref = {m: energy(refs[m][0], m) for m in refs}
for m in refs:
    assert abs(gap_of(refs[m][0], m)) < 1e-5

# Certificate and convergence bound of the convex Hartree model
hist = runs["Hartree"][1]
excess = hist[:, 0] - E_ref["Hartree"]
ks = np.arange(len(hist))
assert np.all(excess > -1e-7)
assert np.all(excess <= hist[:, 1] + 1e-7)
C_max = hist[:, 2].max()
assert np.all(excess[1:] <= 2 * C_max / (ks[1:] + 2) + 1e-7)

# Fractional limits without exact exchange, integer limit with it
for m, tol in (("Hartree", 0.01), ("Dirac", 0.02)):
    occ = np.linalg.eigvalsh(runs[m][0])[::-1]
    assert np.all(abs(occ[6:9] - 2 / 3) < tol)
    assert occ[5] > 1 - tol and occ[9] < tol
assert -1e-6 < runs["Dirac"][1][-1, 0] - E_ref["Dirac"] < 1e-3
D_hf, hist_hf = runs["HF"]
defect = np.linalg.norm(D_hf @ D_hf - D_hf)
levels_hf = np.linalg.eigvalsh(fock(D_hf, "HF"))
assert hist_hf[-1, 1] < 1e-7 and defect < 1e-5
assert levels_hf[n_pairs] - levels_hf[n_pairs - 1] > 0.01

# Dirac exchange energy against libxc, and the grid's electron count
rho = density(runs["Dirac"][0])
ex_own = 0.75 * np.sum(weights * rho * v_exchange(rho))
ex_lib = np.sum(weights * rho * dft.libxc.eval_xc("lda,", rho)[0])
n_grid = np.sum(weights * rho)
assert abs(ex_own - ex_lib) < 1e-5
assert abs(n_grid - mol.nelectron) < 5e-3

# Integer filling of two 3p orbitals: level order and energy cost
split, cost = {}, {}
for m, orbital_source in (("Hartree", "Hartree"), ("Dirac", "Dirac"),
                          ("HF", "Hartree")):
    C = refs[orbital_source][1]
    P = C[:, :n_pairs] @ C[:, :n_pairs].T
    level = np.diag(C.T @ fock(P, m) @ C)
    split[m] = level[7] - level[8]
    cost[m] = energy(P, m) - energy(refs[orbital_source][0], m)
C = refs["Hartree"][1]
px, py = C[:, 7], C[:, 8]
J_xy = px @ apply(J_op, np.outer(py, py)) @ px
K_xy = px @ apply(K_op, np.outer(py, py)) @ px
assert abs(split["Hartree"] - 4 * K_xy) < 1e-5
assert abs(cost["Hartree"] - 8 * K_xy / 3) < 1e-5
assert abs(split["HF"] - (3 * K_xy - J_xy)) < 1e-5
assert split["Hartree"] > 0 and split["Dirac"] > 0 and split["HF"] < 0

# Undamped iteration in the Hartree model never reaches a small gap
D = aufbau(h)
plain = []
for _ in range(200):
    D = aufbau(fock(D, "Hartree"))
    plain.append((energy(D, "Hartree") - E_ref["Hartree"],
                  gap_of(D, "Hartree")))
plain = np.array(plain)[100:]
assert plain[:, 1].min() > 0.005 and plain[:, 0].min() > 0.005

print("S atom, 6-31G, basis functions:", n, " electron pairs:", n_pairs)
print("Hartree model, energies in hartree")
print(f"reference energy E* = {E_ref['Hartree']:.6f}")
print("k, E-E*, gap g, step lambda, k(E-E*)")
for k in (0, 1, 2, 3, 5, 10, 30, 100, 300, 1000, 3000, 10000):
    if k < len(hist):
        print(f"{k:5d} {excess[k]:.3e} {hist[k, 1]:.3e}"
              f" {hist[k, 3]:.5f} {k * excess[k]:.4f}")
print(f"largest curvature met C = {C_max:.4f} hartree")
for m in runs:
    D, hist_m = runs[m]
    occ = np.linalg.eigvalsh(D)[::-1]
    lev = np.linalg.eigvalsh(fock(D, m))
    print(f"{m}: steps {len(hist_m) - 1}, final gap"
          f" {hist_m[-1, 1]:.2e} hartree")
    print(f"  final E = {hist_m[-1, 0]:.5f} hartree"
          f" = {hist_m[-1, 0] * EV:.2f} eV")
    print("  occupations 6 to 10:", " ".join(f"{x:.4f}" for x in occ[5:10]))
    print("  levels 6 to 10 (hartree):",
          " ".join(f"{x:.4f}" for x in lev[5:10]))
print(f"Dirac: reference energy = {E_ref['Dirac']:.6f} hartree")
print(f"Dirac: E - reference = "
      f"{runs['Dirac'][1][-1, 0] - E_ref['Dirac']:.2e} hartree")
print(f"Dirac: electrons counted on grid = {n_grid:.5f}")
print(f"HF: idempotency defect |DD-D| = {defect:.1e}")
print("two 3p filled, one empty, frozen orbitals:")
print(f"  J_xy = {J_xy:.5f}, K_xy = {K_xy:.5f} hartree (Hartree orbitals)")
for m in split:
    print(f"  {m}: filled minus empty level = {split[m]:.5f} hartree")
    print(f"  {m}: energy minus fractional state = {cost[m]:.5f} hartree")
print("undamped Hartree iteration, steps 101 to 200:")
print(f"  smallest gap = {plain[:, 1].min():.4f} hartree")
print(f"  largest gap = {plain[:, 1].max():.4f} hartree")
print(f"  smallest E-E* = {plain[:, 0].min():.4f} hartree")
print("tests ok")
```

Output:

```
S atom, 6-31G, basis functions: 13  electron pairs: 8
Hartree model, energies in hartree
reference energy E* = -372.830779
k, E-E*, gap g, step lambda, k(E-E*)
    0 3.183e+00 5.549e+00 0.68145 0.0000
    1 1.292e+00 1.577e+00 1.00000 1.2919
    2 2.839e-01 6.687e-01 0.46030 0.5677
    3 1.300e-01 2.052e-01 0.76468 0.3899
    5 2.403e-02 7.977e-02 0.34955 0.1202
   10 5.621e-03 1.168e-02 0.09084 0.0562
   30 1.869e-03 3.780e-03 0.03142 0.0561
  100 5.710e-04 1.146e-03 0.00974 0.0571
  300 1.924e-04 3.851e-04 0.00330 0.0577
 1000 5.802e-05 1.161e-04 0.00100 0.0580
 3000 1.938e-05 3.877e-05 0.00033 0.0581
10000 5.820e-06 1.164e-05 0.00000 0.0582
largest curvature met C = 8.1429 hartree
Hartree: steps 10000, final gap 1.16e-05 hartree
  final E = -372.83077 hartree = -10145.24 eV
  occupations 6 to 10: 1.0000 0.6667 0.6667 0.6666 0.0000
  levels 6 to 10 (hartree): -0.2882 0.0300 0.0300 0.0301 0.4777
Dirac: steps 1000, final gap 8.02e-05 hartree
  final E = -395.42900 hartree = -10760.17 eV
  occupations 6 to 10: 1.0000 0.6670 0.6666 0.6664 0.0000
  levels 6 to 10 (hartree): -0.5777 -0.2105 -0.2105 -0.2105 0.2662
HF: steps 7, final gap 1.46e-10 hartree
  final E = -397.39144 hartree = -10813.57 eV
  occupations 6 to 10: 1.0000 1.0000 1.0000 0.0000 0.0000
  levels 6 to 10 (hartree): -0.8859 -0.4021 -0.4021 -0.0688 0.4214
Dirac: reference energy = -395.429039 hartree
Dirac: E - reference = 4.01e-05 hartree
Dirac: electrons counted on grid = 16.00000
HF: idempotency defect |DD-D| = 1.9e-15
two 3p filled, one empty, frozen orbitals:
  J_xy = 0.36019, K_xy = 0.02184 hartree (Hartree orbitals)
  Hartree: filled minus empty level = 0.08734 hartree
  Hartree: energy minus fractional state = 0.05823 hartree
  Dirac: filled minus empty level = 0.05528 hartree
  Dirac: energy minus fractional state = 0.03831 hartree
  HF: filled minus empty level = -0.29468 hartree
  HF: energy minus fractional state = -0.19646 hartree
undamped Hartree iteration, steps 101 to 200:
  smallest gap = 1.8330 hartree
  largest gap = 1.8896 hartree
  smallest E-E* = 0.8431 hartree
tests ok
```
